Aluminium Exhaustion Times of an Alumina-Forming Wire and Foil

**Problem**

An alloy protects itself at high temperature by growing a scale of alumina, Al₂O₃, and the aluminium for the scale comes from the metal beneath it. A long round wire has diameter d. A wide foil of the same alloy has thickness d. Both start bare and are held at the same temperature in the same gas, and both faces of the foil oxidize. Show that the wire exhausts its aluminium reservoir in one quarter of the foil's time. Then find the two times for d = 50 µm with the data given in the solution.

Assume the following.

- The scale thickness X grows parabolically, X² = Kt, with the same K on both bodies.
- Aluminium stays uniform inside the metal. It is the only element that leaves the metal, and all of it goes into the scale.
- The reservoir is exhausted when the aluminium mass fraction has fallen from w₀ to a threshold w₁, the same for both bodies. Some aluminium then remains, but it is not counted as usable.
- The scale stays attached and is thin compared with the wire radius. The oxidizing area is constant, and foil edges and wire ends are neglected.

**Hints**

1. How much metal stands behind each unit of oxidizing surface? Compare the ratio of volume to surface for the two shapes.
2. Aluminium is conserved. Use this to find the scale thickness at exhaustion before asking about time.
3. Under parabolic growth, how long does a scale take to reach half of a given thickness, compared with the whole of it?

**Solution**

*The usable aluminium.* Let ρ be the initial alloy density, and let q be the mass of aluminium that can be removed per unit of initial metal volume. After its removal, the aluminium left is ρw₀ − q and the total mass left is ρ − q, because only aluminium has gone. The threshold condition is

(ρw₀ − q)/(ρ − q) = w₁.

Multiplying out gives ρw₀ − q = ρw₁ − qw₁. Collecting the terms in q gives

q = ρ(w₀ − w₁)/(1 − w₁).

The denominator appears because the metal becomes lighter as it loses aluminium.

*The scale at exhaustion.* Let V be the initial metal volume, S the oxidizing area, and c the mass of aluminium per unit volume of oxide. A thin scale of thickness X has volume SX and holds the aluminium mass cSX. At exhaustion, when X = Xₑ, this equals the usable supply:

cSXₑ = qV.

With the dimensionless ratio ε = q/c,

Xₑ = ε V/S.

The final thickness therefore depends on the shape through V/S alone.

*The time.* In the parabolic regime, transport through the existing scale limits growth. The difference in chemical potential across the scale is fixed, so the flux varies as 1/X. The growth rate is written as

dX/dt = K/(2X).

Multiplying by 2X gives d(X²)/dt = K. Since X = 0 at t = 0, integration gives X² = Kt. Exhaustion occurs at

tₑ = Xₑ²/K = (ε²/K)(V/S)².

No electromagnetic or quantum constant enters, so these equations keep their form in atomic units or in any other consistent units.

*The shapes.* A piece of foil with face area A has volume Ad. It oxidizes over 2A, so

(V/S)foil = Ad/(2A) = d/2.

A length ℓ of wire has volume πd²ℓ/4 and lateral area πdℓ, so

(V/S)wire = (πd²ℓ/4)/(πdℓ) = d/4.

*The ratio.* The factor ε²/K is common to both bodies and cancels:

t_wire/t_foil = [(d/4)/(d/2)]² = (1/2)² = 1/4.

This is the required result. The wire has half as much metal behind each unit of surface, so it can feed a scale half as thick. A parabolic scale reaches half its thickness in a quarter of the time, because growth is fastest while the scale is thin.

The same formula covers other shapes. A wire of diameter 2d has V/S = d/2 and lasts as long as the foil. A sphere of diameter d has V/S = (πd³/6)/(πd²) = d/6, which gives 1/9 of the foil's time. A long strip of width W and thickness d has

V/S = Wd/[2(W + d)] = (d/2)/(1 + d/W).

For W much larger than d this is the wide foil. For W = d it is a square wire with V/S = d/4, which has the same lifetime as the round wire in this model.

**Numbers**

The data are rough typical values for an iron-chromium-aluminium alloy near 1373 K: ρ = 7.2 g/cm³, w₀ = 5 %, w₁ = 1 % and K = 0.04 µm²/h. The usable aluminium is

q = 7.2 × (0.05 − 0.01)/(1 − 0.01) = 0.291 g/cm³.

The alumina density is 3.97 g/cm³. With molar masses of 26.98 g/mol for Al and 16.00 g/mol for O,

c = 3.97 × 2(26.98)/[2(26.98) + 3(16.00)] = 2.10 g/cm³.

Hence ε = 0.1385. The ratios V/S are 25 µm for the foil and 12.5 µm for the wire, so

Xₑ(foil) = 0.1385 × 25 = 3.46 µm,

Xₑ(wire) = 0.1385 × 12.5 = 1.73 µm.

The times are

t_foil = (3.46)²/0.04 ≈ 300 h, or 12.5 days,

t_wire = (1.73)²/0.04 ≈ 75 h, or 3.1 days.

**Is the aluminium really uniform?**

Aluminium must diffuse to the surface, so its concentration there is below the mean. The size of this deficit decides whether the assumption of uniformity is fair. Let D be the aluminium diffusivity in the metal and C the aluminium mass per unit volume. The mass leaving per unit area and time is J = c dX/dt = cK/(2X).

Late in the life, J changes slowly compared with the time for diffusion across the metal. The whole profile then falls at nearly the same rate everywhere. In a foil of half-thickness L = d/2, that rate is J/L, and the diffusion equation becomes

D d²C/dz² = −J/L,

with z measured from the mid-plane. By symmetry the slope vanishes at z = 0, so

C(z) = C(0) − Jz²/(2DL).

The average of z² from 0 to L is L²/3. The mean concentration therefore exceeds the surface value by

[J/(2DL)](L² − L²/3) = JL/(3D).

At exhaustion X = εL, which gives J = cK/(2εL) and a deficit of cK/(6Dε). Dividing by q = cε expresses it as a fraction of the initial usable aluminium:

δ_foil = K/(6Dε²).

For a wire of radius R = d/2, the surface-to-volume ratio is 2/R, so the concentration falls at the rate 2J/R:

(D/r) d(r dC/dr)/dr = −2J/R.

With zero slope on the axis, C(r) = C(0) − Jr²/(2DR). The average of r² over the circular section is R²/2, so the deficit is JR/(4D). At exhaustion X = εR/2 and J = cK/(εR), which gives

δ_wire = K/(4Dε²).

Neither fraction depends on d. A thicker body has a longer diffusion path, but its flux at the end of life is smaller in the same proportion.

With the rough value D = 360 µm²/h, the deficit is about 0.1 % for the foil and half as much again for the wire. The time for diffusion across the half-thickness is about L²/D = 625/360 = 1.7 h, short compared with either lifetime, as the derivation requires.

The start needs a separate estimate, because J is then large. The depleted layer is still thin, so both surfaces behave as planes. If y is the depth below the surface, the profile

C = C₀ − ΔC erfc[y/(2√(Dt))]

solves the diffusion equation with a constant surface drop ΔC. Its slope at y = 0 is ΔC/√(πDt), so the outward flux is ΔC√(D/(πt)). This must equal J = c√K/(2√t), obtained by putting X = √(Kt) into J. The time cancels, leaving

ΔC/q = (1/ε)√[πK/(4D)] ≈ 0.07.

The surface thus loses about 7 % of the usable aluminium at the start, far from the threshold. This estimate holds the metal surface fixed. Letting it recede as aluminium leaves lowers the figure to about 6 %.

A numerical solution of the diffusion equation in both bodies, stopped when the surface reaches the threshold, gives a time ratio of 0.2498. When D is made 50 times smaller and everything else is held fixed, the ratio falls to 0.234. The late deficits explain the direction of this change. Their formulas now give about 5 % for the foil and 7 % for the wire, so the wire stops with more of its supply unused. Since time varies as the square of the amount spent, this gives 0.25 × (0.93/0.95)² ≈ 0.24. Most of the gap to 0.234 comes from rounding and from evaluating J at the full thickness Xₑ. The unrounded deficits, 4.8 % and 7.2 %, give 0.2375. The bodies stop at the smaller thickness (1 − δ)Xₑ, where J is larger, so δ(1 − δ) must equal the formula value. This gives 5.1 % and 7.9 % and a ratio of 0.2356. The remaining 0.001 comes from the profile lagging behind the falling flux. Although L²/D has grown to 87 h, the slowest relaxation times are only L²/(π²D) ≈ 9 h for the foil and R²/(14.7D) ≈ 6 h for the wire.

**Comparison with real foil and wire**

The parameters lie in the regime of iron-chromium-aluminium catalyst foil and heating wire. A thickness of 50 µm is ordinary for such foil, but 50 µm is very fine for a heating wire. The lifetimes are those of the model and inherit the roughness of K and of the threshold. The ratio is less sensitive to these values, provided that they are the same for both bodies.

Equal temperature is a demanding condition. If K varies as exp[−E/(k_BT)] with a rough activation energy E = 4 eV, a wire 10 K hotter than the foil has a K larger by a factor of 1.28. The ratio then falls to 0.25/1.28 ≈ 0.20. The finite dimensions matter less. For a foil 5 mm wide, the strip formula multiplies the foil time by (1 + 0.05/5)⁻² = 0.980. For a wire 50 mm long, the two end faces add πd²/2 to the area πdℓ, and the wire time is multiplied by [1 + d/(2ℓ)]⁻² = 0.999.

Real scales may also thicken more slowly than the parabolic law, or they may crack and spall. The first variation shows how the ratio changes in simple cases where both bodies follow the same law. If only one of them spalls, the ratio can change much more. Creep of the metal, which can open fresh surface, is not included.

**Variation 1: another growth law**

*Replace X² = Kt by Xᵖ = kt, with p and k the same for both bodies. What is the ratio?*

The aluminium balance does not involve time, so Xₑ = εV/S still holds. The exhaustion time is now tₑ = (εV/S)ᵖ/k, and

t_wire/t_foil = (1/2)ᵖ.

Linear growth (p = 1) gives 1/2, and cubic growth (p = 3) gives 1/8. Geometry supplies the factor of two, and the growth law decides the power to which it is raised. If X varies as t^0.4, then p = 1/0.4 = 2.5 and the ratio is 0.177, about 29 % below 1/4.

Repeated spalling acts in the other direction. Suppose that the whole scale falls off each time it reaches a thickness Xₛ much smaller than Xₑ, and then regrows parabolically. Each cycle lasts Xₛ²/K and consumes the aluminium of a layer Xₛ thick. About Xₑ/Xₛ cycles are needed, so the total time is XₑXₛ/K. This is linear in Xₑ, and the ratio moves to 1/2 if Xₛ is the same on both bodies.

**Variation 2: a scale that is not thin**

*The final scale on the wire is 7 % of its radius. How do the curvature of the scale and the shrinkage of the metal change the wire's time?*

Let x be the fraction of usable aluminium already spent, and let the scale occupy a < r < b. The oxide volume per unit length is πεR²x, so

b² − a² = εR²x.

If the metal loses a fraction β of its volume by the time x = 1, and the wire keeps its length so that only its radius shrinks, then

a² = R²(1 − βx).

In steady transport, the same total amount per unit length crosses every radius. Let G be the oxide volume formed per unit length and time, and let φ be a driving potential that drops by one across the scale. The planar law K/(2X) corresponds to a local flux of K/2 times the gradient of φ. On the cylinder this reads G/(2πr) = (K/2)|dφ/dr|. Integrating from a to b gives

G = πK/ln(b/a).

Since G = πεR² dx/dt, the time is

t = (εR²/K) ∫₀¹ ln(b/a) dx,

ln(b/a) = ½ ln[1 + εx/(1 − βx)].

For small ε and β, the logarithm on the right is εx + εβx² − ε²x²/2 to this order. Its integral from 0 to 1 is ε/2 + εβ/3 − ε²/6, and therefore

t ≈ [ε²R²/(4K)](1 − ε/3 + 2β/3).

The prefactor is the thin-scale result, because V/S = R/2. Curvature shortens the life: the scale spreads over a growing circumference, so it offers less resistance than a flat scale holding the same oxide per unit of initial surface. Shrinkage lengthens the life, because the same oxide around a smaller core forms a thicker barrier.

To estimate β, let each aluminium atom take with it the mean atomic volume of the alloy, 7.26 cm³/mol for a chromium content of 20 %. Then β = (0.291/26.98) × 7.26 = 0.078. Evaluating the full integral gives a time factor of 0.957 for curvature alone and 1.007 for both effects together. If the foil shrinks in thickness alone, its face area and its time are unchanged, and the ratio becomes 0.252. The third digit depends on the volume assigned to aluminium: 8.4 cm³/mol would give 0.254. The cancellation also rests on shrinkage normal to the surface. If both bodies shrank equally in all directions, shrinkage would lengthen both lives almost alike and the ratio would be about 0.239.

The near cancellation has a simple origin. To first order the two corrections cancel when ε = 2β, that is, when the oxide volume per aluminium atom is twice the volume by which the metal shrinks when the atom leaves. Here ε/β is about 1.8. The complete set of values is in the numerical output below.

Values computed for the example and the checks

```
Inputs (rough typical values)
foil thickness = wire diameter: 50 um
temperature: 1373 K
parabolic constant K: 0.04 um^2/h
Al diffusivity in metal D: 360 um^2/h
alloy density: 7.2 g/cm^3
alumina density: 3.97 g/cm^3
initial Al mass content: 5 %
threshold Al mass content: 1 %
Cr mass content: 20 %
molar mass Al: 26.982 g/mol
molar mass O: 15.999 g/mol
molar mass Cr: 51.996 g/mol
molar mass Fe: 55.845 g/mol
Main result
usable Al per metal volume q: 0.2909 g/cm^3
Al per oxide volume c: 2.101 g/cm^3
eps = q/c: 0.1385
V/S foil: 25 um
V/S wire: 12.5 um
final scale on foil: 3.461 um
final scale on wire: 1.731 um
foil lifetime: 299.5 h
foil lifetime: 12.5 days
wire lifetime: 74.88 h
wire lifetime: 3.12 days
ratio wire/foil: 0.25
ratio for wire of doubled diameter: 1
Neglected effects
ratio, linear growth: 0.5
ratio, cubic growth: 0.125
slower growth exponent: 0.4
ratio, slower growth exponent: 0.1768
molar volume of alloy atoms: 7.26 cm^3/mol
metal volume fraction lost beta: 0.07828
wire time factor, curved scale: 0.9568
wire time factor, curved and shrinking: 1.007
ratio, curved and shrinking: 0.2517
usable Al left at end, foil: 0.097 %
usable Al left at end, wire: 0.15 %
ratio, finite D: 0.2498
D reduced by factor: 50
ratio, reduced D: 0.234
foil width: 5 mm
foil time factor, edges: 0.9803
wire length: 50 mm
wire time factor, ends: 0.999
activation energy of K: 4 eV
wire hotter by: 10 K
K increase factor in hotter wire: 1.277
ratio, hotter wire: 0.1958
```
